# Critical nucleus and barrier for three-dimensional electrochemical nucleation

## 1. A free sphere

Consider a spherical piece of metal of radius $r$, in electronic contact with the cathode but with its whole surface facing the electrolyte. Let each deposited atom lower the free energy by $\Delta\mu>0$ when it joins bulk metal, let $v$ be the bulk volume per atom, and let $\gamma$ be the free energy per area of the deposit–electrolyte interface. The gain per volume is

$$g=\frac{\Delta\mu}{v}.$$

The work of forming the sphere is the surface cost minus the volume gain:

$$W(r)=4\pi r^2\gamma-\frac{4\pi}{3}r^3g .$$

The surface term dominates at small $r$ and the volume term at large $r$, so $W$ rises and then falls. Its derivative is

$$\frac{dW}{dr}=8\pi r\gamma-4\pi r^2g=4\pi r(2\gamma-rg),$$

which vanishes for $r>0$ at

$$r^*=\frac{2\gamma}{g}=\frac{2\gamma v}{\Delta\mu}.$$

Substituting $g=2\gamma/r^*$ gives the height of the maximum:

$$W^*=4\pi r^{*2}\gamma-\frac{8\pi}{3}r^{*2}\gamma=\frac{4\pi}{3}\gamma r^{*2}=\frac{16\pi\gamma^3v^2}{3\,\Delta\mu^2}.$$

A smaller sphere lowers its free energy by dissolving, a larger one by growing. It remains to express $\Delta\mu$ through the overpotential and to add the substrate.

## 2. Driving energy from the overpotential

The algebra uses atomic units, so the elementary charge is 1. The same formulas hold with energies in eV, potentials in V and lengths in nm, because one elementary charge moved through 1 V exchanges 1 eV.

The deposition reaction joins one ion of charge $+z$ and $z$ electrons into one atom of bulk metal. Let $\mu_{\rm ion}$ be the free energy of the ion in solution, including its electrostatic energy, and $\mu_{\rm met}$ that of the neutral bulk atom. With the potential of the solution held fixed, an electron in an electrode at potential $E$ has free energy $\mu_e=\mu_e^0-E$, the minus sign coming from its negative charge. The gain per atom is reactants minus product:

$$\Delta\mu(E)=\mu_{\rm ion}+z(\mu_e^0-E)-\mu_{\rm met}.$$

At the equilibrium potential $E_{\rm eq}$ of the bulk metal this is zero. Subtracting that condition removes everything except the potentials:

$$\Delta\mu(E)=z(E_{\rm eq}-E)=z\eta,\qquad \eta=E_{\rm eq}-E>0 .$$

Here $\eta$ is the size of the cathodic overpotential. If a code stores cathodic overpotentials as negative numbers, the sign must be reversed first. For $\eta\le0$ the free sphere has no critical size, because no term of its $W$ then favours growth.

The gain depends on the initial and final states, so transferring the electrons one at a time does not alter $z$, the total number per atom. The bath must be large enough for its ion activity to stay fixed while the nucleus forms.

The relevant $\eta$ is that at the deposit surface. An applied value must be corrected for the ohmic drop in the solution. Depletion also matters. If the ion activity falls from $a_b$ in the bulk to $a_s$ at the surface, $\mu_{\rm ion}$ falls by $kT\ln(a_b/a_s)$, where $k$ is Boltzmann's constant and $T$ the temperature, and the effective overpotential falls by $(kT/z)\ln(a_b/a_s)$.

For the free sphere,

$$r^*=\frac{2\gamma v}{z\eta},\qquad W^*=\frac{16\pi\gamma^3v^2}{3(z\eta)^2}.$$

## 3. Other compact shapes

Let a nucleus of $N$ atoms keep its shape as it grows. Its volume is $Nv$, so its areas scale as $N^{2/3}$, and with size-independent interface energies

$$W(N)=-N\Delta\mu+BN^{2/3}.$$

The constant $B$ contains the shape and the interface energies. Setting $dW/dN=-\Delta\mu+\tfrac23BN^{-1/3}$ to zero gives

$$N^*=\left(\frac{2B}{3\Delta\mu}\right)^3,\qquad B=\tfrac32\Delta\mu\,N^{*1/3}.$$

The surface work at the top is therefore $BN^{*2/3}=\tfrac32N^*\Delta\mu$, and

$$W^*=\tfrac32N^*\Delta\mu-N^*\Delta\mu=\tfrac12N^*\Delta\mu=\frac{4B^3}{27\Delta\mu^2}.$$

The barrier is one third of the surface work. The second derivative at the top is

$$W''(N^*)=-\tfrac29BN^{*-4/3}=-\frac{\Delta\mu}{3N^*},$$

which is negative, as a maximum requires.

A cube shows how far shape alone changes the prefactor. With edge $l$ and the same $\gamma$ on all faces, $W=6\gamma l^2-gl^3$. The condition $12\gamma l=3gl^2$ gives $l^*=4\gamma/g$, and

$$W^*_{\rm cube}=\frac{96\gamma^3}{g^2}-\frac{64\gamma^3}{g^2}=\frac{32\gamma^3v^2}{(z\eta)^2}.$$

The sphere has $16\pi/3\approx16.8$ in place of 32. The dependence on $\gamma$, $v$ and $\eta$ is the same. For a crystal with unequal face energies, compute $B$ for its shape and use the general result.

## 4. Shape on a foreign substrate

Let the substrate be flat. Forming a deposit on it replaces substrate–electrolyte interface by substrate–deposit interface. Define

$$\beta=\gamma_{\rm substrate-electrolyte}-\gamma_{\rm substrate-deposit},$$

so each unit of covered area lowers the interface energy by $\beta$. All interface energies are taken as isotropic and independent of size and potential.

To find the shape at fixed volume, describe an axisymmetric deposit by its height $y(\rho)$ above the substrate, with $y(a)=0$ at the edge. With a multiplier $\lambda$ for the volume, the quantity to make stationary is

$$2\pi\int_0^a F\,d\rho,\qquad F=\rho\left[\gamma\sqrt{1+y'^2}-\beta-\lambda y\right].$$

The Euler–Lagrange equation is

$$\frac{d}{d\rho}\left(\frac{\gamma\rho y'}{\sqrt{1+y'^2}}\right)=-\lambda\rho .$$

Integrate from the axis, where the bracket vanishes, and divide by $\gamma\rho$:

$$\frac{y'}{\sqrt{1+y'^2}}=-\frac{\rho}{R},\qquad R=\frac{2\gamma}{\lambda}.$$

The left side is the sine of the slope angle. A profile whose slope has sine $-\rho/R$ is a circle of radius $R$, so the deposit is a spherical cap.

The edge may also move. Stationarity under that motion requires $F-y'\,\partial F/\partial y'=0$ at $\rho=a$. With $y=0$ there,

$$\gamma\sqrt{1+y'^2}-\frac{\gamma y'^2}{\sqrt{1+y'^2}}-\beta=\frac{\gamma}{\sqrt{1+y'^2}}-\beta=0 .$$

Since $1/\sqrt{1+y'^2}=\cos\theta$, where $\theta$ is the contact angle measured through the deposit, this is Young's equation:

$$\gamma\cos\theta=\beta .$$

For $\theta>90^\circ$ the profile turns back below its equator. On that lower branch the volume term changes sign, and matching at the equator continues the same circle. The edge condition is again $\gamma\cos\theta=\beta$, now with $\beta<0$.

A cap with an edge exists for $-\gamma<\beta<\gamma$. As $\beta\to-\gamma$ it becomes a free sphere. For $\beta\ge\gamma$ the substrate is completely wetted, this barrier is absent, and a layer-growth model is needed.

## 5. Critical cap

A cap with base radius $a$ and height $h$ has free area $\pi(a^2+h^2)$, base area $\pi a^2$ and volume $\pi h(3a^2+h^2)/6$. Its work of formation is

$$W(a,h)=\pi\gamma(a^2+h^2)-\pi\beta a^2-\frac{\pi g}{6}h(3a^2+h^2).$$

The two derivatives are

$$\frac{\partial W}{\partial a}=\pi a\,[2(\gamma-\beta)-gh],\qquad
\frac{\partial W}{\partial h}=2\pi\gamma h-\frac{\pi g}{2}(a^2+h^2).$$

Setting them to zero gives

$$h^*=\frac{2(\gamma-\beta)}{g},\qquad a^{*2}+h^{*2}=\frac{4\gamma h^*}{g}.$$

The radius of the sphere containing the cap follows from $R^2=a^2+(R-h)^2$, or $R=(a^2+h^2)/(2h)$. Hence

$$r^*=R^*=\frac{2\gamma}{g}=\frac{2\gamma v}{z\eta}.$$

This equals the free-sphere radius. The substrate changes how much of the sphere is present, not its curvature. Also $\cos\theta=(R^*-h^*)/R^*=\beta/\gamma$, in agreement with Young's equation.

The second derivatives at this point are $W_{aa}=0$, $W_{ah}=-\pi ga^*$ and $W_{hh}=2\pi\gamma-\pi gh^*=2\pi\beta$. Their determinant is $-(\pi ga^*)^2<0$, so the point is a saddle. A minimizer started near it will generally move away; solve for a zero gradient instead, and keep the root with $a>0$, since the root $a=0$, $h=4\gamma/g$ is the free sphere.

For the barrier, collect the terms in $a^2$. Their coefficient is $\pi(\gamma-\beta-gh/2)$, which vanishes at $h^*$. What remains is

$$W^*=\pi h^{*2}\left(\gamma-\frac{gh^*}{6}\right)
=\frac{4\pi v^2(\gamma-\beta)^2(2\gamma+\beta)}{3(z\eta)^2}.$$

This form needs no angle. Putting $\beta=\gamma\cos\theta$ gives the usual one:

$$W^*=\frac{16\pi\gamma^3v^2}{3(z\eta)^2}f(\theta),\qquad
f=\frac{(2+\cos\theta)(1-\cos\theta)^2}{4}.$$

The cap at fixed angle obeys Section 3, so its atom number is

$$N^*=\frac{2W^*}{z\eta}=\frac{32\pi\gamma^3v^2}{3(z\eta)^3}f(\theta).$$

The limits are $f=1$ at $180^\circ$ and $f=1/2$ at $90^\circ$. For small $\theta$ in radians, $1-\cos\theta\approx\theta^2/2$ gives $f\approx3\theta^4/16$. The barrier then falls steeply, but at fixed $r^*$ the height $h^*\approx r^*\theta^2/2$ eventually drops below the size of an atom, where the continuum picture fails.

## 6. Response to overpotential and to small corrections

At the saddle, small changes of $a$ and $h$ do not alter $W$ to first order. When $\eta$ changes, the derivative of the barrier therefore comes from the explicit term $-Nz\eta$:

$$\frac{dW^*}{d\eta}=-zN^* .$$

This holds when $\gamma$ and $\beta$ are independent of $\eta$. If the nucleation rate is $J=A\exp(-W^*/kT)$, then

$$\frac{d\ln J}{d\eta}=\frac{zN^*}{kT}+\frac{d\ln A}{d\eta}.$$

A measured slope gives $N^*$ in this model if the last term is negligible or known. If atoms attach by charge transfer at a rate proportional to $\exp(\alpha\eta/kT)$, that factor adds $\alpha/z$ to the apparent $N^*$. This is 0.25 atom for $\alpha=0.5$ and $z=2$, which matters when $N^*$ is a few atoms.

The same argument covers a small added energy: its first-order effect on the barrier is its value at the old saddle. An edge energy $\tau$ per length adds about $2\pi a^*\tau$. A shift $\delta\gamma$ of the deposit–electrolyte energy at fixed $\beta$ adds about $\pi(a^{*2}+h^{*2})\,\delta\gamma$.

## 7. Example: copper plating regime

The inputs are rough round values for copper deposited from divalent ions on a foreign conductor: $z=2$, $v=0.012$ nm³, $\gamma=5.0$ eV/nm², $\beta=2.5$ eV/nm², $\eta=0.15$ V and $T=300$ K, for which $kT=0.02585$ eV. Surface energies given in J/m² are converted by multiplying by 6.24.

The driving energy is $z\eta=0.300$ eV per atom, so $g=0.300/0.012=25$ eV/nm³. Then

$$r^*=\frac{2(5.0)}{25}=0.400\ {\rm nm}\quad(4.00\ \text{angstrom}).$$

Young's equation gives $\cos\theta=0.5$, or $\theta=60^\circ$, and $f=(2.5)(0.5)^2/4=0.156$. The free-sphere barrier is $(4\pi/3)(5.0)(0.400)^2=3.351$ eV, so the cap has

$$W^*=0.15625\times3.351=0.524\ {\rm eV}=20.3\,kT,$$

$$N^*=\frac{2(0.524)}{0.300}=3.5 .$$

The height is $h^*=2(2.5)/25=0.200$ nm and the base radius is $a^*=\sqrt{0.160-0.040}=0.346$ nm. At these inputs the free sphere would face a barrier of about $130\,kT$; the substrate makes nucleation conceivable.

With all other inputs fixed, the cap formulas give:

| $\eta$ (V) | $r^*$ (nm) | $N^*$ | $W^*/kT$ |
|---|---|---|---|
| 0.05 | 1.20 | 94 | 182 |
| 0.10 | 0.60 | 11.8 | 45.6 |
| 0.15 | 0.40 | 3.5 | 20.3 |
| 0.20 | 0.30 | 1.5 | 11.4 |
| 0.30 | 0.20 | 0.44 | 5.1 |

The powers $\eta^{-1}$, $\eta^{-3}$ and $\eta^{-2}$ are visible down the columns. The last row has less than one atom in the critical nucleus and has no physical meaning as a cap. The row at 0.05 V comes closest to a continuum, but its barrier is too high for thermal crossing at any practical rate.

This conflict follows from $N^*=2W^*/(z\eta)$. If the barrier must be near $20\,kT$, about 0.5 eV, a driving energy of 0.3 eV per atom implies three or four atoms. A larger critical nucleus at the same barrier needs a smaller $\eta$, and hence a smaller $\gamma^3f$.

## 8. What the model leaves out

The following estimates keep the example's other inputs fixed. Their added parameters are assumed sizes, not data for a particular bath.

**Curvature.** Replace $\gamma$ on the free surface by $\gamma(1-2\delta/R)$, with $\delta=0.02$ nm. Since the free area is $2\pi Rh$, this adds $-4\pi\gamma\delta h$ to $W$. The condition that fixes $h^*$ is unchanged, and the terms in $a^2$ still cancel. The barrier falls by $4\pi(5.0)(0.02)(0.200)=0.251$ eV to 0.272 eV. That is almost $10\,kT$. A negative $\delta$ would raise it. At this saddle $R$ has shrunk to 0.32 nm and the angle has moved to $68^\circ$; holding the angle at $60^\circ$ instead gives 0.283 eV, so only the first-order shift is independent of how the cap is constrained.

**Edge energy.** For $\tau=0.10$ eV/nm the first-order increase is $2\pi(0.3464)(0.10)=0.218$ eV. Solving both stationarity conditions numerically with the edge term included gives $W^*=0.745$ eV, an increase of 0.222 eV.

**Surface charge.** The electrocapillary relation is $d\gamma/dE=-q$, with $q$ the charge per area on the metal. Let $q=q_0$ at equilibrium and let the capacitance per area $C$ be constant. Lowering the potential by $x$ changes the charge to $q_0-Cx$, so

$$\delta\gamma=\int_0^\eta(q_0-Cx)\,dx=q_0\eta-\tfrac12C\eta^2 .$$

For $q_0=10$ µC/cm² and $C=20$ µF/cm², $\delta\gamma=0.080$ eV/nm². The angle-free formula of Section 5, at fixed $\beta$, then gives $W^*=0.565$ eV. A negative $q_0$ would lower the barrier. The charging of the substrate, which changes $\beta$, is not included.

**Compression.** Treat the nucleus like a liquid drop, with a surface stress equal to $\gamma$; in a solid the two can differ. The excess pressure in the incompressible nucleus is then $2\gamma/r^*=g$, or 4.0 GPa. With a bulk modulus $K=140$ GPa, take the atomic volume as $v(1-p/K)$ at excess pressure $p$. Equating $\int_0^P v(1-p/K)\,dp$ to $z\eta$ gives

$$P-\frac{P^2}{2K}=g .$$

The critical radius becomes $2\gamma/P$. At the critical point, moving an atom from the bath into the nucleus at pressure $P$ costs nothing, so the work is the surface work minus $P$ times the nucleus volume. With $P=2\gamma/r^*$ this is again one third of the surface work, which at fixed angle is proportional to $\gamma r^{*2}$. The barrier therefore scales as $(g/P)^2$. It falls to 0.509 eV, a change of 3 percent.

**Contact angle.** Changing $\theta$ from $60^\circ$ to $50^\circ$ at fixed $\gamma$ lowers the barrier to 0.283 eV, nearly half.

**Thermal width.** Near the top, $W\approx W^*-(z\eta/6N^*)(N-N^*)^2$. The work is $kT$ below the top at a distance

$$\sqrt{\frac{6N^*kT}{z\eta}}=1.3\ \text{atoms}.$$

The full curve $W(N)$ is asymmetric and gives 1.2 atoms below $N^*$ and 1.5 above. This is a sizeable fraction of $N^*$, so the critical size is not sharply defined.

**Separate atoms.** Take a rough cohesive energy of 3.5 eV per atom for copper. With twelve neighbours and each bond shared by two atoms, there are six bonds per atom, or 0.58 eV per bond. This is a vacuum value and does not match the $\gamma$ of the example. A close-packed face cuts three bonds per surface atom of area 0.057 nm², and each cut bond is shared by two new surfaces, so a 0.58 eV bond implies $\gamma\approx15$ eV/nm². The bond that reproduces $\gamma=5.0$ eV/nm² is 0.19 eV, about $7\,kT$ or a little over a third of the barrier. Even with this smaller value, an arrangement of three or four atoms with one bond more or less differs in energy by a large part of the barrier, a difference the continuum model cannot resolve.

Beside a real copper bath, the values of $z$ and $v$ are sound and $\gamma$, equal to 0.8 J/m², has the usual order of magnitude for a metal but is an assumed value. At fixed angle the barrier goes as $\gamma^3$, so 1.3 J/m² would give 2.2 eV, or $87\,kT$, and $N^*=15$. The value of $\beta$ is a free choice, since it depends on the substrate, its oxide and adsorbed additives. Real substrates break the assumption of a uniform flat surface: steps, defects and patches offer sites with different binding. If such a site acts like the $10^\circ$ change above, the barrier moves by 0.24 eV, about $9\,kT$, and the rate at fixed prefactor by roughly four powers of ten. The computed barrier is thus a scale for the process, not a prediction of a copper nucleation rate.

## 9. Use in a calculation

1. Obtain $\eta$ at the surface, as a positive number, and form $z\eta$.
2. Convert $\gamma$ and $\beta$ to eV/nm² and check that $-\gamma<\beta<\gamma$.
3. Compute $r^*=2\gamma v/(z\eta)$, then $W^*$ from the angle-free formula, then $N^*=2W^*/(z\eta)$.
4. Inspect $N^*$ and $h^*$ before using $W^*$ in a rate. If $N^*$ is only a few atoms, or $h^*$ is below the atomic size $v^{1/3}$, use an atomistic cluster model. The example fails both checks of the continuum model: $N^*=3.5$, and $h^*=0.20$ nm against $v^{1/3}=0.23$ nm.

To find the overpotential for a chosen barrier $W_0$, invert the formula at fixed interface energies:

$$\eta=\frac{4\gamma v}{z}\sqrt{\frac{\pi\gamma f}{3W_0}} .$$

Then return to step 4, because a barrier chosen for a useful rate can lie where the continuum model no longer applies.
